\section*{Laboratory threshold for charge transfer between argon ions and helium}

\section*{Situation and data}

A singly charged argon ion in its ground state, with mass $M$ and laboratory kinetic energy $E$, meets a helium atom of mass $m$ in its ground state. The reaction of interest is
\begin{equation}
\mathrm{Ar^+ + He \longrightarrow Ar + He^+},
\label{eq:reaction}
\end{equation}
with both products in their ground states. Unless stated otherwise, the helium atom is at rest before the encounter. No third body and no radiation takes part, and external fields are neglected during the encounter. All kinetic energies refer to particles that are far apart, before or after the encounter. Speeds are small compared with the speed of light $c$, and part (g) estimates the relativistic correction.

Let $I(\mathrm{X})$ be the energy needed to remove one electron from the ground-state atom X, leaving a ground-state ion. Use
\[
D\equiv I(\mathrm{He})-I(\mathrm{Ar})=8.8\ \mathrm{eV},\qquad
M=39.9475\ \mathrm{u},\qquad m=4.0026\ \mathrm{u}.
\]

\section*{Part (a)}

\paragraph{Question.} Does reaction \eqref{eq:reaction} absorb or release internal energy, and how much?

\paragraph{Model answer.} The internal energy change depends on the initial and final states alone, so any convenient path between them may be used. First remove an electron from helium, which costs $I(\mathrm{He})$. Then attach it to the argon ion, which returns $I(\mathrm{Ar})$. The net cost is
\[
I(\mathrm{He})-I(\mathrm{Ar})=D=8.8\ \mathrm{eV}.
\]
Since $D>0$, the reaction absorbs energy, and this energy must come from the motion of the colliding particles. If $K_f$ is the total kinetic energy of the products, energy conservation reads
\begin{equation}
E=K_f+D .
\label{eq:energy}
\end{equation}

\section*{Part (b)}

\paragraph{Question.} Find the smallest $E$ for which energy and momentum conservation allow the reaction. Explain why the answer is not $D$.

\paragraph{Model answer.} The initial momentum $\mathbf P$ has magnitude $P=\sqrt{2ME}$. It cannot vanish, so the products cannot both be at rest, and some kinetic energy must survive. The task is to find the least possible $K_f$.

The electron carries its mass $m_e$ from helium to argon, so the product masses are $M'=M+m_e$ for Ar and $m'=m-m_e$ for He$^+$. Their sum is unchanged:
\[
M'+m'=M+m\equiv S .
\]
Let $\mathbf p$ and $\mathbf q$ be the final momenta of Ar and He$^+$. Every pair with $\mathbf p+\mathbf q=\mathbf P$ can be written with one free vector $\mathbf k$:
\[
\mathbf p=\frac{M'}{S}\mathbf P-\mathbf k,\qquad
\mathbf q=\frac{m'}{S}\mathbf P+\mathbf k .
\]
The final kinetic energy is then
\begin{align}
K_f&=\frac{p^2}{2M'}+\frac{q^2}{2m'}\nonumber\\
&=\left(\frac{M'P^2}{2S^2}-\frac{\mathbf P\cdot\mathbf k}{S}+\frac{k^2}{2M'}\right)
+\left(\frac{m'P^2}{2S^2}+\frac{\mathbf P\cdot\mathbf k}{S}+\frac{k^2}{2m'}\right)\nonumber\\
&=\frac{P^2}{2S}+\frac{k^2}{2}\left(\frac1{M'}+\frac1{m'}\right).
\label{eq:kf}
\end{align}
The cross terms cancel, and the first terms combine because $M'+m'=S$. The first term of the result is the kinetic energy of the centre-of-mass motion, which is fixed by momentum conservation. The second is the energy of relative motion, which can be reduced to zero.

Insert $P^2=2ME$ into Eq.~\eqref{eq:kf}, and the result into Eq.~\eqref{eq:energy}:
\begin{align*}
E&=\frac{M}{S}E+\frac{k^2}{2}\left(\frac1{M'}+\frac1{m'}\right)+D,\\
\frac{m}{M+m}E&=D+\frac{k^2}{2}\left(\frac1{M'}+\frac1{m'}\right),
\end{align*}
where $1-M/S=m/S$ was used. The last term is not negative, so a solution requires
\begin{equation}
\frac{m}{M+m}\,E\ge D
\quad\Longleftrightarrow\quad
E\ge E_{\rm th}=D\left(1+\frac Mm\right).
\label{eq:threshold}
\end{equation}
Conversely, if this inequality holds, the equation fixes a real magnitude $k$, and its direction is free. The condition is therefore both necessary and sufficient for the conservation laws to be satisfied.

With $M/m=9.980$,
\[
E_{\rm th}=8.8\ \mathrm{eV}\times10.980\approx96.6\ \mathrm{eV}
\approx1.55\times10^{-17}\ \mathrm J ,
\]
or about 97 eV. Only the fraction $m/(M+m)=0.0911$ of the laboratory energy, about one eleventh, can be spent on the electron transfer.

The same threshold follows without the separation into centre-of-mass and relative motion. When the final laboratory kinetic energy is minimized numerically over all He$^+$ momentum vectors, and $E$ is raised until the energy set free equals 8.8 eV, the result is 96.63 eV, in agreement with Eq.~\eqref{eq:threshold}.

The conservation laws say whether the reaction can happen, not how often it does. A cross section requires the electronic dynamics of the encounter. A rough guide is the adiabatic (Massey) parameter $aD/(hv)$, the ratio of the collision time $a/v$ to the electronic period $h/D$, where $a$ is the interaction length and $v$ the relative speed. Even for $a$ as short as $10^{-10}$ m it is about 10 at $E_{\rm th}$ and about 8 at 150 eV. The encounter is thus slow on the electronic time scale, and the cross section may be very small not only just above $E_{\rm th}$ but over the whole energy range considered here.

\section*{Part (c)}

\paragraph{Question.} At threshold, how is the initial energy divided among the products and the internal energy?

\paragraph{Model answer.} At threshold $\mathbf k=0$. Then $\mathbf p/M'=\mathbf q/m'=\mathbf P/S$, so both products move forward with the same velocity. Their total kinetic energy is
\[
K_f=\frac{M}{S}E_{\rm th}=E_{\rm th}-D=87.83\ \mathrm{eV}.
\]
At a common velocity, kinetic energy is shared in proportion to mass:
\[
K(\mathrm{Ar})=\frac{M'}{S}K_f=79.83\ \mathrm{eV},\qquad
K(\mathrm{He^+})=\frac{m'}{S}K_f=8.00\ \mathrm{eV}.
\]
The balance is $79.83+8.00+8.80=96.63$ eV. The new helium ion is not slow: it must keep pace with the argon atom. The large threshold thus does not mean that 97 eV is consumed. The reaction consumes 8.8 eV, and the rest remains as forward motion.

\section*{Part (d)}

\paragraph{Question.} Suppose instead that the helium atom is the projectile and the argon ion is at rest. Find the threshold, and discuss how the threshold depends on the mass ratio.

\paragraph{Model answer.} The derivation of part (b) holds with $M$ and $m$ exchanged in the initial state. The internal energy $D$ is the same, so
\[
E_{\rm th}^{\rm rev}=D\left(1+\frac mM\right)
=8.8\ \mathrm{eV}\left(1+\frac1{9.980}\right)=9.68\ \mathrm{eV}.
\]
The same numerical minimization, now with helium as the projectile, also gives 9.68 eV.

The two thresholds describe one physical condition. Before the encounter the energy of relative motion is $\tfrac12\mu v_{\rm rel}^2$, with $\mu=Mm/(M+m)$, and in both cases it must reach $D$. Hence the required relative speed is the same. The laboratory energy is half the projectile mass times the square of that speed, so the two thresholds are in the ratio $M/m$.

For a projectile of mass $m_p$ and a target of mass $m_t$, the threshold is $D(1+m_p/m_t)$ at fixed $D$. It has three instructive cases:
\begin{itemize}
\item For $m_p\ll m_t$ it tends to $D$. A heavy target can take up the momentum while taking up little energy.
\item For $m_p=m_t$ it is $2D$, since half of the energy belongs to the centre of mass.
\item For $m_p\gg m_t$ it grows as $Dm_p/m_t$. A light target at rest cannot bring a heavy projectile nearly to a stop.
\end{itemize}
Argon striking helium is close to the third case.

\section*{Part (e)}

\paragraph{Question.} An argon ion starts with negligible energy and crosses a steady 150 V sheath in helium at 10 mTorr and 300 K. (i) If it crosses without a collision and then meets a helium atom at rest, how much relative energy is left after charge transfer? (ii) Take a rough elastic cross section $\sigma=2\times10^{-15}\ \mathrm{cm^2}$ and a sheath width of 0.3 cm. Estimate the mean number of elastic collisions in the sheath. (iii) Can one elastic collision with helium at rest bring the final ion energy below the threshold?

\paragraph{Model answer.} (i) The ion arrives with 150 eV. The energy available in relative motion is
\[
\frac{m}{M+m}E=\frac{150\ \mathrm{eV}}{10.980}=13.66\ \mathrm{eV}.
\]
The reaction is allowed, and $13.66-8.80=4.86$ eV remains as relative motion of the products.

(ii) The ideal-gas density is $n=p/(k_{\rm B}T)=3.22\times10^{14}\ \mathrm{cm^{-3}}$. The mean free path is
\[
\lambda=\frac1{n\sigma}=\frac{1}{(3.22\times10^{14})(2\times10^{-15})}\ \mathrm{cm}=1.55\ \mathrm{cm},
\]
and the mean number of elastic collisions is $0.3/1.55\approx0.19$. With this assumed constant cross section, a fraction $e^{-0.193}\approx82\%$ of crossings are free of elastic collisions. The real cross section varies with energy, and its value depends on how small a deflection is counted as a collision. If very weak deflections are included, the mean number can be several times larger.

(iii) Let the ion have velocity $\mathbf v$ before an elastic collision. The centre of mass moves at $M\mathbf v/S$. In the centre-of-mass frame the ion has speed $mv/S$, which an elastic collision turns in direction but does not change. The final laboratory speed is smallest when this velocity is reversed:
\[
v_{\min}=\frac{M}{S}v-\frac{m}{S}v=\frac{M-m}{M+m}v .
\]
The smallest fraction of the energy that the ion can keep is therefore
\[
\left(\frac{M-m}{M+m}\right)^2=0.669 .
\]
A head-on collision at 150 eV leaves 100.3 eV, still above 96.6 eV. If the collision happens earlier in the sheath, at energy $E_1<150$ eV, the loss is at most $0.331E_1$, which is smaller. In a static potential the ion still gains the full remaining potential drop. One elastic collision therefore cannot bring the final energy below threshold in this example. Two or more can.

\section*{Part (f)}

\paragraph{Question.} Now let the helium atoms have a Maxwell distribution at 300 K. How sharp is the threshold? Estimate the fraction of helium atoms with which an 80 eV argon ion can react.

\paragraph{Model answer.} Let $\mathbf v$ and $\mathbf u$ be the velocities of ion and atom. In the frame where the atom is at rest, the ion has kinetic energy
\[
W=\tfrac12M|\mathbf v-\mathbf u|^2 ,
\]
and part (b) applies in that frame. The reaction is allowed if $W\ge E_{\rm th}$. With the $x$ axis along $\mathbf v$,
\[
W=E-Mvu_x+\tfrac12Mu^2 .
\]
Each component of $\mathbf u$ is an independent Gaussian variable with mean zero and variance $s^2=k_{\rm B}T/m$. Define $\theta=Ms^2=k_{\rm B}TM/m$. Since $\langle u^2\rangle=3s^2$, the mean is
\[
\langle W\rangle=E+\tfrac32\theta .
\]
For the variance, the linear term gives $M^2v^2s^2=2ME\,s^2=2E\theta$. For one Gaussian component $\langle u_x^4\rangle=3s^4$, so $u_x^2$ has variance $3s^4-s^4=2s^4$. Three components give $6s^4$, and the quadratic term contributes $\tfrac14M^2\times6s^4=\tfrac32\theta^2$. The covariance of $u_x$ and $u^2$ vanishes because it is an average of odd powers. Hence
\begin{equation}
\sigma_W^2=2E\theta+\tfrac32\theta^2 .
\label{eq:variance}
\end{equation}

Here $k_{\rm B}T=0.02585$ eV and $\theta=0.02585\times9.980=0.258$ eV. At $E=E_{\rm th}$ the mean shift is 0.39 eV, but the spread is
\[
\sigma_W=\sqrt{2(96.63)(0.258)+1.5(0.258)^2}\ \mathrm{eV}=7.07\ \mathrm{eV}.
\]
A thermal energy of a few hundredths of an eV produces a spread of several eV because the small helium velocity is multiplied by the large ion momentum in the term $Mvu_x$.

At 80 eV, first neglect the transverse motion of the atom. It must then approach the ion with speed $-u_x\ge v_{\rm th}-v$, where $v_{\rm th}=\sqrt{2E_{\rm th}/M}$. The other possibility, an atom overtaking the ion from behind, needs a far larger speed and is neglected. In units of $s$, the required speed is
\[
z=\frac{v_{\rm th}-v}{s}=\frac{\sqrt{E_{\rm th}}-\sqrt E}{\sqrt{\theta/2}}
=\frac{9.830-8.944}{0.359}\approx2.47 .
\]
The Gaussian tail beyond $z$ is $\tfrac12\operatorname{erfc}(z/\sqrt2)=0.0068$. Random sampling of two million three-dimensional helium velocities gives 0.0076. The sampled value is larger because transverse motion adds a positive amount to $W$. Roughly 0.8\% of the atoms thus permit the reaction at 80 eV. This is a fraction of atoms, not a reaction probability: the rate also depends on relative speed and cross section.

\section*{Part (g)}

\paragraph{Question.} How do (i) internal excitation, (ii) relativity and (iii) uncertainty in $D$ change the threshold for helium at rest?

\paragraph{Model answer.} (i) If the incoming ion carries internal energy $\epsilon<D$, the motion need supply only $D-\epsilon$. The threshold falls by $\epsilon(1+M/m)$. For the upper fine-structure level of Ar$^+$, with a rough splitting of 0.18 eV, the fall is $0.18\times10.980\approx2.0$ eV. If $\epsilon\ge D$, there is no kinetic threshold for ground-state products. Excitation of the products has the opposite effect, since its energy is added to $D$.

(ii) At threshold the products are at relative rest, so their invariant energy is $Mc^2+mc^2+D$. The ion has total energy $Mc^2+E$ and squared momentum times $c^2$ equal to $E^2+2Mc^2E$. Equating the squared invariant energies before and after gives
\begin{align*}
(Mc^2+mc^2+E)^2-(E^2+2Mc^2E)&=(Mc^2+mc^2+D)^2,\\
(Mc^2+mc^2)^2+2mc^2E&=(Mc^2+mc^2)^2+2D(M+m)c^2+D^2,\\
E&=D\left(1+\frac Mm\right)+\frac{D^2}{2mc^2}.
\end{align*}
The correction is $1.04\times10^{-8}$ eV, which is negligible.

(iii) An error $\delta D$ becomes $10.980\,\delta D$ in the threshold. Rounding $D$ to 0.1 eV allows an error of 0.05 eV, and hence 0.55 eV in $E_{\rm th}$. This is why ``about 97 eV'' is a suitable statement of the result.

An atomic calculation gives an independent view of $D$. Coupled-cluster theory with single and double excitations (CCSD) in the cc-pVQZ basis gives $I(\mathrm{He})=24.56$ eV. For argon, frozen-core CCSD in the same basis gives 15.65 eV, and a perturbative triples correction from the smaller cc-pVTZ basis adds 0.04 eV. The difference is $24.56-15.69=8.87$ eV.

This calculation omits spin-orbit coupling. The lower Ar$^+$ level has four states and the upper has two, so the average lies $2/6$ of the splitting above the lower level. Referring to the lower level reduces $I(\mathrm{Ar})$ by 0.06 eV and raises $D$ to 8.93 eV. The threshold becomes about 98 eV. These values are not converged to the digits shown, because the basis is finite. Going from cc-pVTZ to cc-pVQZ raises the CCSD value of $I(\mathrm{Ar})$ by 0.15 eV. Extrapolating its correlation part, with an error assumed to fall as the inverse cube of the basis cardinal number (3 for cc-pVTZ, 4 for cc-pVQZ), raises it by about 0.12 eV more. For helium, the larger cc-pV5Z basis raises $I(\mathrm{He})$ by only about 0.02 eV. Together these changes lower the computed $D$ by about 0.1 eV, to about 8.83 eV, and bring the threshold back to about 97 eV. The extrapolation is itself an estimate. The Hartree--Fock part of $I(\mathrm{Ar})$ falls by 0.02 eV from cc-pVTZ to cc-pVQZ and is not extrapolated, and the triples correction comes from one basis only, so the last digit of 8.83 eV is not fixed. In addition, scalar relativity, core correlation and higher excitations are still not corrected for.

\section*{Part (h)}

\paragraph{Question.} Which parts of this model carry over to a low-pressure etching plasma, and which do not?

\paragraph{Model answer.} A pressure of 10 mTorr and a sheath drop of 150 V are rough values within the range used in plasma etching. The threshold follows from the conservation laws and carries over, but passing it does not make the reaction frequent: by the adiabatic estimate of part (b), the transfer may be rare at these energies. Pure helium as the background gas is a simplification, because etching gases usually contain other species. If much argon is present, an Ar$^+$ ion can take an electron from an Ar atom and leave a slow new ion behind. This does not move the 97 eV threshold, but it changes the energies of the ions that arrive. In a steady sheath, a new ion starting nearly at rest needs a remaining drop of about 97 V to reach the threshold for helium at rest. In a radio-frequency sheath the voltage varies in time, so the arrival energy need not equal the mean drop. Gas heating widens the threshold: at fixed ion energy the leading term of Eq.~\eqref{eq:variance} makes $\sigma_W$ proportional to $\sqrt T$, so 600 K instead of 300 K would raise the spread from about 7 to about 10 eV.

\section*{Numbers as computed}
\begin{verbatim}
Mass of Ar+: 39.9475 u
Mass of He: 4.0026 u
Mass ratio M/m: 9.980
Input ionization-energy difference D: 8.8 eV
Factor 1 + M/m: 10.980
Usable fraction m/(M+m): 0.0911
Threshold, formula: 96.63 eV
Threshold, numerical minimization: 96.63 eV
Threshold in SI: 1.548e-17 J
Threshold change for 0.05 eV change of D: 0.55 eV
Ar energy at threshold: 79.83 eV
He+ energy at threshold: 8.00 eV
Product energy sum at threshold: 87.83 eV
Threshold for He striking Ar+ at rest: 9.68 eV
Same, numerical minimization: 9.68 eV
Ion energy after sheath: 150 eV
Available relative energy after sheath: 13.66 eV
Relative energy left after transfer: 4.86 eV
Gas temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal rms spread of W at threshold: 7.07 eV
Same spread, sampled: 7.07 eV
Thermal mean shift of W: 0.39 eV
Lower test energy: 80 eV
Open fraction of He atoms there, sampled: 0.0076
Open fraction, axial-motion estimate: 0.0068
Rough Ar+ fine-structure splitting: 0.18 eV
Threshold drop for upper level: 1.98 eV
Relativistic threshold shift: 1.04e-08 eV
Gas pressure: 10 mTorr
He density: 3.22e+14 cm^-3
Rough elastic cross section: 2.0e-15 cm2
Elastic mean free path: 1.55 cm
Rough sheath width: 0.3 cm
Mean elastic collisions in sheath: 0.19
Energy fraction kept, head-on elastic: 0.669
Sheath-energy ion after head-on hit: 100.3 eV
Computed I(He), CCSD/cc-pVQZ: 24.56 eV
Computed I(Ar), CCSD/cc-pVQZ: 15.65 eV
Triples correction to I(Ar), cc-pVTZ: 0.040 eV
Computed I(Ar), composite: 15.69 eV
Computed D, no spin-orbit: 8.87 eV
Computed D, rough spin-orbit added: 8.93 eV
Threshold from this computed D: 98.1 eV
\end{verbatim}
